# Spin spirals in one cell: generalized Bloch theorem and spin stiffness

## Result and conditions

Consider a crystal of period $a$ whose magnetization turns by a fixed angle from cell to cell,

$$\mathbf m(x+a)=R_z(qa)\,\mathbf m(x).$$

Without spin–orbit coupling, every Kohn–Sham orbital can be chosen as

$$\psi_k(x)=\begin{pmatrix}e^{i(k-q/2)x}u_\uparrow(x)\\ e^{i(k+q/2)x}u_\downarrow(x)\end{pmatrix},\qquad u_\sigma(x+a)=u_\sigma(x). \tag{1}$$

One primitive cell therefore suffices for any $q$, commensurate or not. For a flat spiral ($m_z=0$) built on a stable, inversion-symmetric ferromagnet, the free energy per cell and the adiabatic magnon energy at small $q$ are

$$F(q)=F(0)+Aq^2+O(q^4),\qquad \omega=Dq^2,\qquad D=\frac{4A}{M}, \tag{2}$$

where $M$ is the moment per cell in Bohr magnetons and the g-factor is 2. Hartree atomic units are used.

The functional must be invariant under a common rotation of all spins. The one used here is the Hartree plus exchange energy of a one-dimensional contact interaction $g$. With the spin density matrix $\rho=(n+\mathbf m\cdot\boldsymbol\sigma)/2$ it reads

$$E_{Hx}=\frac g4\int(n^2-|\mathbf m|^2)\,dx=\frac g2\int(n^2-\mathrm{Tr}\,\rho^2)\,dx ,$$

because $\mathrm{Tr}\,\rho^2=(n^2+|\mathbf m|^2)/2$. Its variation is $\int\mathrm{Tr}[g(n-\rho)\,\delta\rho]\,dx$, so the Kohn–Sham Hamiltonian is

$$h=\tfrac12p^2+v(x)+W[\rho],\qquad W[\rho]=g(n\,\mathbb 1-\rho). \tag{3}$$

Correlation is omitted. The ferromagnetism of this model belongs to the mean-field treatment and is not claimed for the interacting one-dimensional system.

## Why one cell suffices

Let $U=e^{-iqa\sigma_z/2}$, which rotates spins by $qa$ about $z$, and define $(\mathcal G\psi)(x)=U\psi(x-a)$. The spiral condition is $\rho(x)=U\rho(x-a)U^\dagger$. Since $W$ is built covariantly from $\rho$, it obeys the same relation, and

$$\mathcal G W\psi=UW(x-a)U^\dagger\,U\psi(x-a)=W(x)\,(\mathcal G\psi)(x).$$

The kinetic energy and $v$ are spin-independent and periodic, so $[h,\mathcal G]=0$. The operator $\mathcal G$ is unitary, and its eigenvalues can be written $e^{-ika}$. The upper component of $\mathcal G\psi=e^{-ika}\psi$ gives $\psi_\uparrow(x)=e^{i(k-q/2)a}\psi_\uparrow(x-a)$, and the lower one gives the same with $k+q/2$. This is (1).

The form is self-consistent: $\psi_\uparrow\psi_\downarrow^*=e^{-iqx}u_\uparrow u_\downarrow^*$, so the output density is again a spiral of wavevector $q$. Replacing $q$ by $q+2\pi/a$ changes $U$ only by a sign, which relabels $k$, so $F$ is periodic in $q$.

Spin–orbit coupling normally destroys the symmetry. For a term $\alpha p\sigma_x$,

$$U\sigma_xU^\dagger=\sigma_x\cos qa+\sigma_y\sin qa\neq\sigma_x .$$

A term $\alpha p\sigma_z$ commutes with $\mathcal G$, so (1) survives, but the energy changes. In the rotating frame derived below, $p$ is replaced by $p-q\sigma_z/2$ in both the kinetic and the spin–orbit term, which gives

$$\tfrac12\left(p-\tfrac q2\sigma_z\right)^2+\alpha\left(p-\tfrac q2\sigma_z\right)\sigma_z=\tfrac12\left(p-\tfrac{q-2\alpha}2\sigma_z\right)^2-\tfrac{\alpha^2}2 .$$

With $N$ electrons per cell, $F_\alpha(q)=F(q-2\alpha)-N\alpha^2/2$. By (2) this contains, for small $\alpha$, the linear term $-4\alpha Aq$, and $q$ and $-q$ are no longer equivalent.

## The algorithm

Write $\psi=e^{-iqx\sigma_z/2}\chi$. Then $p\psi=e^{-iqx\sigma_z/2}(p-q\sigma_z/2)\chi$, and with $\rho_{\uparrow\downarrow}=e^{-iqx}\tilde\rho_{\uparrow\downarrow}$ the Hamiltonian for $\chi$ has cell-periodic fields:

$$h_q=\tfrac12\left(p-\tfrac q2\sigma_z\right)^2+v+g(n\,\mathbb 1-\tilde\rho). \tag{4}$$

1. Choose a periodic $\tilde\rho$ with $m_z=0$.
2. For each $k$, diagonalize (4) in plane waves of momentum $k-q/2+G$ for spin up and $k+q/2+G$ for spin down.
3. Fix the chemical potential by the electron number and form Fermi occupations $f$.
4. Build the output density, mix it with the input, and repeat until they agree.
5. Evaluate

$$F=\sum f\varepsilon-TS-E_{Hx}[\rho_{\rm in}], \tag{5}$$

with the sum taken per cell. Subtracting $E_{Hx}$ once is correct: the band energy contains $\int\mathrm{Tr}(W\rho)\,dx=2E_{Hx}$.

**Error of the free energy.** Let $\Phi[W]=\sum f\varepsilon-TS$ at fixed electron number. Its first variation is $\int\mathrm{Tr}(\rho_{\rm out}\delta W)\,dx$. Because $W$ is linear in $\rho$ and $\int\mathrm{Tr}(W[\rho]\delta\rho)\,dx=\int\mathrm{Tr}(\rho\,W[\delta\rho])\,dx$, equation (5) varies as

$$\delta F=\int\mathrm{Tr}\big[(\rho_{\rm out}-\rho_{\rm in})\,\delta W\big]dx .$$

This vanishes at self-consistency, so the error of $F$ is of second order in the density error.

**Why the spiral stays flat.** Let $K$ be complex conjugation. The operation $\sigma_xK$ leaves $p\sigma_z$, $\sigma_x$ and $\sigma_y$ unchanged and reverses $\sigma_z$. If the input has $m_z=0$, then $h_q$ is invariant and so is its thermal density, provided the mesh contains $-k$ with every $k$. The output therefore has $m_z=0$. This makes the flat spiral stationary, not stable: for $A>0$, tilting towards a cone lowers the energy, as shown below. Rounding errors can seed that tilt, so a very long iteration is not automatically a safer one.

## Verification against supercells

The example has $a=4$ bohr, $v=-0.4\cos(2\pi x/a)$ hartree, $g=4$ hartree bohr, $N=0.5$ and $kT=0.01$ hartree. The ferromagnet is saturated, $M=0.500$.

For $q=2\pi/(N_ca)$ the spiral fits into $N_c$ cells, where ordinary Bloch conditions apply and $q$ enters only through the starting density. A fair comparison needs equal sampling. The one-cell mesh has 48 points at half-odd multiples of $\delta=2\pi/(48a)$. The shift $q/2=24\delta/N_c$ is $8\delta$ for $N_c=3$ and $6\delta$ for $N_c=4$. Both are integer multiples of $\delta$, so the shifted momenta fall on the folded mesh of the supercell, which has $48/N_c$ points.

The free energies per cell are $-0.01199223$ hartree for three cells and $-0.01602065$ hartree for four, in both descriptions. They differ by less than $10^{-14}$ hartree. The 48 lowest levels differ by about $5\times10^{-9}$ hartree and the magnetization by about $2\times10^{-8}$ per bohr. The supercell iteration was stopped at a density residual of $10^{-8}$ per bohr, so these sizes fit a first-order error in levels and density and a second-order error in $F$.

The matrices have dimension 22 in one cell and 82 in four. For large matrices the cost of dense diagonalization scales with the cube of the dimension, while the number of $k$ points falls as $1/N_c$, so diagonalization in the supercell then costs about $N_c^2$ times more per iteration. Matrices as small as the ones here do not yet follow the cubic law, and the ratio is smaller.

Because the meshes are matched, this agreement does not measure the $k$-mesh error. For that, note that the Fermi function is singular at $\varepsilon=\mu\pm i\pi kT$, a distance $\kappa\approx\pi kT/v_F$ from the real $k$ axis. An equally spaced sum over a periodic analytic function then has an error of order $e^{-48a\kappa}$. The free-electron value $v_F=\pi N/a\approx0.39$ would make this factor of order $10^{-7}$. The lattice potential flattens the band to $v_F\approx0.29$, which gives about $10^{-9}$, before a prefactor that is small on the scale of $kT$. Doubling the mesh to 96 points changes $F(0)$ by about $10^{-12}$ hartree and leaves the digits of $A$ given below unchanged.

## Stiffness from energies

Put $r(q)=[F(q)-F(0)]/q^2=A+Bq^2+Cq^4+Eq^6+\dots$ and pass a quadratic in $y=q^2$ through three points. Its value at $y=0$ is $\sum_iw_ir(q_i)$ with $w_i=\prod_{j\ne i}y_j/(y_j-y_i)$. For $q=0.06,\,0.12,\,0.18$ bohr$^{-1}$ the $y_i$ stand as $1:4:9$, so

$$w_1=\frac{4\cdot9}{3\cdot8}=1.5,\qquad w_2=\frac{1\cdot9}{(-3)\cdot5}=-0.6,\qquad w_3=\frac{1\cdot4}{(-8)(-5)}=0.1 .$$

The computed ratios then give

$$A=1.5(0.0369421)-0.6(0.0368777)+0.1(0.0367682)=0.036963\ \text{hartree bohr}^2 .$$

Two errors compete.

- *Truncation.* The interpolation error for $y^3$ is $(y-y_1)(y-y_2)(y-y_3)$, so the leading error in $A$ is $E\,y_1y_2y_3=E(q_1q_2q_3)^2$. It falls as the sixth power of the step.
- *Noise.* If every free energy, including $F(0)$, is uncertain by at most $\eta$, then
$$|\delta A|\le\eta\left(\sum_i\frac{|w_i|}{y_i}+\Big|\sum_i\frac{w_i}{y_i}\Big|\right)\approx(461+378)\,\eta .$$
This grows as the inverse square of the step. The noise is guaranteed to stay below $10^{-5}$ of $A$ if $\eta\lesssim4\times10^{-10}$ hartree.

Without extrapolation, the ratio at $q=0.18$ bohr$^{-1}$ is 0.5% below $A$. At $qa/2\pi=1/3$ the energy is 5.6% below $Aq^2$.

## Stiffness from linear response

Expanding (4) gives $h_q=h_0+qV+q^2/8$ plus the change of $W$, with $V=-p\sigma_z/2$. Since $F$ is stationary with respect to the density, only the explicit $q$ dependence contributes to its derivative:

$$\frac{dF}{dq}=\mathrm{Tr}(V\Gamma_q)+\frac{Nq}4,\qquad \Gamma_q=\Gamma_0+q\,\delta\Gamma+\dots$$

Take the ferromagnet along $x$. Then $V$ flips its spins, $\mathrm{Tr}(V\Gamma_0)=0$, and integration yields

$$A=\frac N8+\frac12\mathrm{Tr}(V\,\delta\Gamma). \tag{6}$$

In the eigenstates of $h_0$,

$$\delta\Gamma_{ab}=\frac{f_a-f_b}{\varepsilon_a-\varepsilon_b}\,\big(V+W[\delta\rho]\big)_{ab}, \tag{7}$$

with the derivative of $f$ replacing the quotient at degeneracy. Equation (7) is iterated because $\delta\rho$ follows from $\delta\Gamma$. The result, $0.036963$ hartree bohr$^2$, agrees with the extrapolation to all digits given. This tests the expansion in $q$; both values share the same basis and mesh.

**The one-shot error.** A cheaper route keeps the rotated ferromagnetic density and diagonalizes once. The error of (5) is quadratic in the density error, but here the density error is itself proportional to $q$. The energy error is therefore proportional to $q^2$, the order being sought.

To find its sign, note that the linear response contains only $\delta m_y\equiv u(x)$: $V$ flips $x$-spins, so $\delta n=\delta m_x=0$, and $m_z=0$ was shown above. Inversion combined with $\sigma_x$ makes $u$ odd in $x$. Let $s$ be the one-shot response of $m_y$ to $V$, and let $-X$ be its response to a field $b\,\sigma_y$, with $X$ symmetric and non-negative. The induced field is $b=-gu/2$, so

$$u=s+\tfrac g2Xu=\left(1-\tfrac g2X\right)^{-1}s .$$

Static response is symmetric, so the field $b$ changes $\mathrm{Tr}(V\delta\Gamma)$ by $\int b\,s\,dx$. Hence

$$A=A_{\text{one-shot}}-\frac g4\int s\left(1-\tfrac g2X\right)^{-1}s\;dx .$$

If the ferromagnet is stable against odd canting within the cell, the eigenvalues of $gX/2$ in that space are below 1, and the one-shot value is too large unless $s=0$. Here it is $0.041817$ hartree bohr$^2$, which is 13% above the self-consistent $A$.

## Two limits

**Strong exchange.** Suppose the splitting is so large that each spin follows the local direction $\vartheta(x)$. An orbital is then $\phi(x)\,(e^{-i\vartheta/2},e^{i\vartheta/2})^T/\sqrt2$. The cross term between $\phi'$ and $\vartheta'$ cancels between the two components, and the kinetic energy density gains $n\vartheta'^2/8$. Minimizing $\int n\vartheta'^2dx/8$ with total turn $qa$ gives $n\vartheta'=c$, where $c=qa/\int dx/n$, and

$$A=\frac{a^2}{8\int_0^a dx/n}\le\frac N8 .$$

The inequality is that of Cauchy and Schwarz. The magnetization turns fastest where the density is low. The example, at finite splitting, shows the same tendency. The density is 0.216 per bohr at the atom and 0.054 midway between atoms. At $qa/2\pi=1/4$ the direction turns by $10.5^\circ$ from the atom to $x=a/4$ and by $34.5^\circ$ over the next quarter cell, against $22.5^\circ$ each for uniform rotation.

**Uniform gas.** For $v=0$, $s$ must be both constant and odd, hence zero, and one shot suffices. In a saturated gas $V$ couples states of equal $p$ separated by $\Delta=gN/a$, with matrix element $-p/2$. The two orderings of $a,b$ in (6) cancel the factor $1/2$:

$$A=\frac N8-\frac{N\langle p^2\rangle}{4\Delta}.$$

When $\langle p^2\rangle>\Delta/2$ the stiffness is negative, provided the gas is still saturated. At $T=0$, with $k_F=\pi N/a$, one has $\langle p^2\rangle=k_F^2/3$ and saturation requires $\Delta>k_F^2/2$, so this happens only in the window $k_F^2/2<\Delta<2k_F^2/3$; for smaller $\Delta$ the uniform moment vanishes and the formula does not apply. Inside the window the ferromagnet is unstable towards a spiral, and $4A/M$ is not the stiffness of a stable magnon.

## From stiffness to magnons

At order $q^2$ the energy is a quadratic form in the rotation rate $q\hat z$, symmetric about the local moment. Rotation about the moment itself leaves the ferromagnet unchanged and costs nothing. Only the perpendicular part $q\sin\theta$ counts, so a cone of angle $\theta$ costs $Aq^2\sin^2\theta$ per cell.

The spin component $S_z=(M/2)\cos\theta$ is conjugate to the azimuth. With $\sin^2\theta=1-4S_z^2/M^2$ the precession rate is

$$|\dot\varphi|=\left|\frac{\partial F}{\partial S_z}\right|=\frac{8Aq^2|S_z|}{M^2}=\frac{4Aq^2}{M}|\cos\theta| ,$$

which gives (2) as $\theta\to0$. Numerically,

$$D=\frac{4(0.036963)}{0.500}=0.2957\ \text{hartree bohr}^2\approx2.25\times10^3\ \text{meV Å}^2 .$$

An independent check uses the dynamics. A transverse field of frequency $\omega$ mixes a majority orbital $\phi_{nk}$ with minority orbitals $\eta_{m,k+q}$, with denominators $\omega+\varepsilon_{nk}-\varepsilon_{m,k+q}$. The response $\chi(q,\omega)$ creates the field $-g\,\delta\rho$, so a free oscillation exists when the largest eigenvalue of $-g\chi$ reaches 1. At $q=\omega=0$ this must hold because a uniform rotation costs nothing; it does to $2\times10^{-10}$.

The poles at the three small $q$ are 1.0631, 4.2348 and 9.4604 mhartree, and their extrapolated $\omega/q^2$ is again 0.2957 hartree bohr$^2$. At finite $q$ the two routes differ: for $q=0.18$ bohr$^{-1}$, $4[F(q)-F(0)]/M=9.530$ mhartree, 0.7% above the pole. The flat spiral yields the magnon stiffness, but not the magnon energy at every $q$. The full set of values is in the numerical output.

## Computed results

```
lattice constant a = 4.0 bohr; potential amplitude = 0.4 hartree
contact coupling g = 4.0 hartree bohr; kT = 0.01 hartree
electrons per cell = 0.5; k points = 48; plane waves per spin = 11; grid points = 24
ferromagnet: F(0) = -0.02156283 hartree per cell, M = 0.500000 Bohr magnetons
density at atom = 0.21556 /bohr, midway between atoms = 0.05367 /bohr
one-cell spirals: qa/2pi, q (1/bohr), F(q)-F(0) (mhartree), M(q) (mu_B)
  1/12  0.130900  0.63161  0.499333
  1/6   0.261799  2.50435  0.497334
  1/4   0.392699  5.54218  0.493966
  1/3   0.523599  9.57059  0.488947
supercell of 3: matrix size 62 against 22; F per cell = -0.01199223 hartree
  one-cell F = -0.01199223 hartree; differences: F 9.6e-16 hartree,
  lowest 48 levels 5.2e-09 hartree, magnetization 1.5e-08 /bohr
supercell of 4: matrix size 82 against 22; F per cell = -0.01602065 hartree
  one-cell F = -0.01602065 hartree; differences: F 2.6e-15 hartree,
  lowest 48 levels 5.5e-09 hartree, magnetization 2.1e-08 /bohr
largest commutator element (hartree), four-cell Hamiltonian:
  translation with spin rotation 7.4e-15; translation alone 0.3457
  joint operation after adding 0.05 p sigma_x: 0.5681
|F(q+2pi/a)-F(q)| at qa/2pi=1/4: 1.5e-15 hartree
qa/2pi=1/4: turn from atom to x=a/4 is 10.506 deg (uniform: 22.500);
  from x=a/4 to x=a/2 it is 34.494 deg
small q (1/bohr), F(q)-F(0) (mhartree), ratio to q^2 (hartree bohr^2):
  0.06  0.132991  0.0369421
  0.12  0.531039  0.0368777
  0.18  1.191290  0.0367682
A from self-consistent F(q) = 0.0369633 hartree bohr^2
A from self-consistent response = 0.0369633 hartree bohr^2
A one-shot, from F(q) = 0.0418168 hartree bohr^2
A one-shot, from response = 0.0418168 hartree bohr^2
one-shot excess over self-consistent A = 13.13 percent
[F(q)-F(0)]/(A q^2) at qa/2pi=1/12: 0.9972
[F(q)-F(0)]/(A q^2) at qa/2pi=1/4: 0.9723
[F(q)-F(0)]/(A q^2) at qa/2pi=1/3: 0.9444
Goldstone check, largest eigenvalue minus 1 = 1.7e-10
smallest vertical spin-flip energy = 0.55956 hartree
magnon pole (mhartree) at the small q: 1.06310, 4.23480, 9.46036
D = 4A/M = 0.295706 hartree bohr^2; from magnon pole = 0.295706
D = 2253.3 meV angstrom^2
```
